# Why Perfect Franson Fringes Do Not by Themselves Exclude Local Realism: a numerical check

```python
"""
Result under test: the postselected fringes of a passive Franson interferometer
(visibility 1, CHSH value 2*sqrt(2)) have an exact local hidden-variable model.
alpha, beta : local phases of stations A and B, in radians
theta, r    : shared hidden variables, uniform on [0, 2 pi) and [0, 1)
early/late  : detection after the short/long delay; equal slots = coincidence
Tables have indices [time order, sign of A, sign of B]; sign index 0 is +1.
Time order 0: B first; 1: coincidence; 2: A first.
Local models are also optimized over all deterministic strategies.
Device parameters are rough typical values for silicon photonics.
"""
import itertools
import numpy as np
from scipy.constants import c as light_speed
from scipy.integrate import quad
from scipy.optimize import linprog
from scipy.special import erfc

pi = np.pi
rng = np.random.default_rng(12345)
SIGNS = np.array([1, -1])
SIGN_PRODUCT = np.outer(SIGNS, SIGNS)


# ---------- quantum prediction from beam-splitter amplitudes ----------
def analyser(phase, long_amplitude=1.0):
    """Amplitudes [short/long, output port] of an unbalanced interferometer."""
    splitter = np.array([[1, 1j], [1j, 1]]) / np.sqrt(2)
    inside = splitter @ np.array([1, 0])
    short = splitter @ np.array([inside[0], 0])
    long = splitter @ np.array(
        [0, inside[1] * long_amplitude * np.exp(1j * phase)])
    return np.array([short[::-1], long[::-1]])


def quantum_table(alpha, beta, pump_phase=0.0, bins=400, long_amplitude=1.0):
    """Pair emitted in a coherent superposition of emission-time bins."""
    ga = analyser(alpha, long_amplitude)
    gb = analyser(beta, long_amplitude)
    amplitude = np.zeros((bins + 1, bins + 1, 2, 2), complex)
    for k in range(bins):
        emission = np.exp(-1j * pump_phase * k) / np.sqrt(bins)
        for da in range(2):
            for db in range(2):
                amplitude[k + da, k + db] += emission * np.outer(ga[da], gb[db])
    probability = np.abs(amplitude) ** 2
    return np.array([np.trace(probability, offset=d) for d in (-1, 0, 1)])


def derived_table(total_phase, visibility=1.0):
    table = np.full((3, 2, 2), 1 / 16)
    table[1] = (1 + visibility * SIGN_PRODUCT * np.cos(total_phase)) / 8
    return table


BINS = 400
for a, b, p in [(0.3, 0.9, 0.0), (1.7, -0.4, 0.8), (2.5, 2.2, -1.1)]:
    direct = quantum_table(a, b, p, BINS)
    assert np.allclose(direct, derived_table(a + b + p, 1 - 1 / BINS),
                       atol=1e-11)


# ---------- local model: each station sees only its own phase ----------
def station_a(theta, r, alpha):
    sign = np.where(np.cos(theta - alpha) >= 0, 1, -1)
    return sign, r >= 0.5


def station_b(theta, r, beta):
    projection = np.cos(theta + beta)
    limit = pi / 8 * np.abs(projection)
    upper = r >= 0.5
    position = r - 0.5 * upper
    inner = position < limit
    late = np.where(inner, upper, ~upper)
    outer_sign = np.where(position < (limit + 0.5) / 2, 1, -1)
    sign = np.where(inner, np.where(projection >= 0, 1, -1), outer_sign)
    return sign, late


N_THETA, N_R = 2000, 1000
theta_grid = ((np.arange(N_THETA) + 0.5) * 2 * pi / N_THETA)[:, None]
r_grid = ((np.arange(N_R) + 0.5) / N_R)[None, :]


def local_table(alpha, beta):
    sa, la = station_a(theta_grid, r_grid, alpha)
    sb, lb = station_b(theta_grid, r_grid, beta)
    order = lb.astype(int) - la.astype(int) + 1
    code = order * 4 + (sa < 0) * 2 + (sb < 0)
    counts = np.bincount(code.ravel(), minlength=12)
    return counts.reshape(3, 2, 2) / code.size


def kept_correlation(table):
    return np.sum(SIGN_PRODUCT * table[1]) / np.sum(table[1])


alphas = [0.0, pi / 2]
betas = [-pi / 4, pi / 4]
chsh_sign = np.array([[1, 1], [1, -1]])
largest_difference = 0.0
for a, b in list(itertools.product(alphas, betas)) + [(0.37, 1.21), (2.9, 0.6)]:
    difference = np.max(np.abs(local_table(a, b) - quantum_table(a, b)))
    largest_difference = max(largest_difference, difference)
# finite emission train and hidden-variable grid each contribute below 1e-3
assert largest_difference < 1e-3

for b in (0.0, 0.7, 2.0):
    sb, lb = station_b(theta_grid, r_grid, b)
    for s, late in itertools.product((1, -1), (False, True)):
        assert abs(np.mean((sb == s) & (lb == late)) - 0.25) < 1e-3

kept_E = np.zeros((2, 2))
all_E = np.zeros((2, 2))
quantum_E = np.zeros((2, 2))
for x, y in itertools.product(range(2), range(2)):
    t = local_table(alphas[x], betas[y])
    kept_E[x, y] = kept_correlation(t)
    all_E[x, y] = np.sum(SIGN_PRODUCT * t.sum(axis=0))
    quantum_E[x, y] = kept_correlation(quantum_table(alphas[x], betas[y]))
S_kept = np.sum(chsh_sign * kept_E)
S_all = np.sum(chsh_sign * all_E)
S_quantum = np.sum(chsh_sign * quantum_E) / (1 - 1 / BINS)
assert abs(S_kept - S_quantum) < 5e-3
assert abs(S_all - np.sqrt(2)) < 5e-3

fringe = [local_table(0, b)[1, 0, 0] for b in np.arange(16) * pi / 8]
model_visibility = (max(fringe) - min(fringe)) / (max(fringe) + min(fringe))
assert model_visibility > 0.999


# ---------- setting dependence of the kept ensemble ----------
def coincidence_mask(beta):
    _, la = station_a(theta_grid, r_grid, 0.0)
    _, lb = station_b(theta_grid, r_grid, beta)
    return la == lb


near_axis = np.abs(np.cos(theta_grid)) > np.sqrt(0.5)
shares = []
for b in (0.0, pi / 2):
    mask = coincidence_mask(b)
    shares.append(np.sum(mask & near_axis) / np.sum(mask))
for b, share in zip((0.0, pi / 2), shares):
    density = lambda th: abs(np.cos(th + b)) / 4
    expected = 2 * quad(density, -pi / 4, pi / 4, points=[0])[0]
    assert abs(share - expected) < 3e-3
changed = np.mean(coincidence_mask(betas[0]) != coincidence_mask(betas[1]))
assert abs(changed - (np.sqrt(2) - 1)) < 3e-3


# ---------- CHSH limits over all local deterministic strategies ----------
def local_limit(fixed_a=False, fixed_b=False, agreed_flags=False):
    """Slots 0/1 mean early/late, or accept/reject when agreed_flags is true."""
    single = list(itertools.product((1, -1), (0, 1), (1, -1), (0, 1)))
    list_a = [s for s in single if not fixed_a or s[1] == s[3]]
    list_b = [s for s in single if not fixed_b or s[1] == s[3]]
    columns, values = [], []
    for sa, sb in itertools.product(list_a, list_b):
        column, value = [1.0], 0.0
        for x, y in itertools.product(range(2), range(2)):
            i, ta = sa[2 * x:2 * x + 2]
            j, tb = sb[2 * y:2 * y + 2]
            kept = (ta == tb == 0) if agreed_flags else (ta == tb)
            value += 2 * kept * chsh_sign[x, y] * i * j
            if agreed_flags:
                column += [float(kept), float(ta != tb)]
            else:
                column += [float((tb - ta, i, j) == (d, p, q))
                           for d in (-1, 1) for p in (1, -1) for q in (1, -1)]
        columns.append(column)
        values.append(value)
    target = [1.0] + ([0.5, 0.0] * 4 if agreed_flags else [1 / 16] * 32)
    answer = linprog(-np.array(values), A_eq=np.array(columns).T,
                     b_eq=target, bounds=(0, None), method="highs")
    assert answer.status == 0
    return -answer.fun


limit_free = local_limit()
limit_one_side = local_limit(fixed_a=True)
limit_fixed = local_limit(fixed_a=True, fixed_b=True)
limit_flags = local_limit(agreed_flags=True)
assert abs(limit_free - 4) < 1e-7
assert abs(limit_one_side - 4) < 1e-7
assert abs(limit_fixed - 2) < 1e-7
assert abs(limit_flags - 2) < 1e-7

# ---------- device example: rough typical parameters, SI units ----------
wavelength = 1550e-9
path_difference = 0.06
group_index = 2.1
loss_db_per_cm = 0.1
filter_width = 100e9          # full width at half maximum, Hz
pair_rate = 5e6               # generated pairs per second in the channels
window = 300e-12              # full coincidence window
jitter_fwhm = 50e-12          # one detector
pump_linewidth = 100e3        # Lorentzian full width, Hz
delay_mismatch = 0.5e-12      # includes fabrication and dispersion
thermo_optic = 2.5e-5         # effective-index change per kelvin
temperature_rms = 0.005       # common to both analysers, K
heater_time = 10e-6
photon_efficiency = 0.2       # each photon, including the detector
delay = group_index * path_difference / light_speed


def phase_average(sigma):
    """Fringe factor after averaging a Gaussian phase of deviation sigma."""
    return np.exp(-sigma ** 2 / 2)


for sigma in (0.06, 1.3):
    integrand = lambda x: (np.cos(x) * np.exp(-x * x / (2 * sigma ** 2))
                           / (sigma * np.sqrt(2 * pi)))
    integral = quad(integrand, -10 * sigma, 10 * sigma, points=[0])[0]
    assert abs(integral - phase_average(sigma)) < 1e-8

fwhm_to_sigma = 1 / (2 * np.sqrt(2 * np.log(2)))
arm_loss_db = loss_db_per_cm * path_difference * 100
arm_amplitude = 10 ** (-arm_loss_db / 20)
v_loss = 2 * arm_amplitude ** 2 / (1 + arm_amplitude ** 4)
bright = quantum_table(0, 0, long_amplitude=arm_amplitude)
dark = quantum_table(0, pi, long_amplitude=arm_amplitude)
contrast = ((bright[1, 0, 0] - dark[1, 0, 0])
            / (bright[1, 0, 0] + dark[1, 0, 0]))
assert abs(contrast / (1 - 1 / BINS) - v_loss) < 1e-9
middle = quantum_table(0, pi / 2, long_amplitude=arm_amplitude)
kept_fraction_loss = middle[1].sum() / middle.sum()

accidental_ratio = 2 * pair_rate * window
v_accidental = 1 / (1 + accidental_ratio)
n_pairs = 2_000_000
emission_times = rng.random(n_pairs) * n_pairs / pair_rate
late_a = rng.random(n_pairs) < 0.5
late_b = rng.random(n_pairs) < 0.5
times_a = np.sort(emission_times + delay * late_a)
times_b = np.sort(emission_times + delay * late_b)
hits = (np.searchsorted(times_b, times_a + window / 2)
        - np.searchsorted(times_b, times_a - window / 2)).sum()
true_hits = np.sum(late_a == late_b)
simulated_ratio = (hits - true_hits) / true_hits
# about 3000 accidental events: ten percent exceeds five standard deviations
assert abs(simulated_ratio / accidental_ratio - 1) < 0.10

sigma_temperature = (2 * 2 * pi * path_difference * thermo_optic
                     * temperature_rms / wavelength)
v_temperature = phase_average(sigma_temperature)
# two pump photons make each pair, so the pump phase enters twice
v_pump = phase_average(2 * np.sqrt(2 * pi * pump_linewidth * delay))
sigma_frequency = 2 * pi * filter_width * fwhm_to_sigma
v_mismatch = phase_average(sigma_frequency * delay_mismatch)
log_single = -(sigma_frequency * delay) ** 2 / 2 / np.log(10)
pair_jitter = np.sqrt(2) * jitter_fwhm * fwhm_to_sigma
leakage = 0.5 * erfc((delay - window / 2) / (np.sqrt(2) * pair_jitter))
assert leakage < 1e-6 and log_single < -10

V_device = v_loss * v_accidental * v_temperature * v_pump * v_mismatch
S_device = 2 * np.sqrt(2) * V_device

# local model with independent sign flips and photon loss, sampled at random
S_noisy = 0.0
samples = 2_500_000
for x, y in itertools.product(range(2), range(2)):
    theta = rng.random(samples) * 2 * pi
    r = rng.random(samples)
    sa, la = station_a(theta, r, alphas[x])
    sb, lb = station_b(theta, r, betas[y])
    sa = np.where(rng.random(samples) < (1 - V_device) / 2, -sa, sa)
    seen_a = rng.random(samples) < photon_efficiency
    seen_b = rng.random(samples) < photon_efficiency
    kept = seen_a & seen_b & (la == lb)
    S_noisy += chsh_sign[x, y] * np.mean(sa[kept] * sb[kept])
# statistical deviation is about 0.007
assert abs(S_noisy - S_device) < 0.035

# ---------- printed results ----------
print("HIDDEN STATE: theta = 60 deg, r = 0.20, alpha = 0 deg")
theta_one, r_one = np.array(pi / 3), np.array(0.20)
sign_one, late_one = station_a(theta_one, r_one, 0.0)
print(f"A: sign {int(sign_one):+d}, late = {bool(late_one)}")
for b in betas:
    sign_b, late_b_one = station_b(theta_one, r_one, b)
    limit_one = pi / 8 * abs(np.cos(theta_one + b))
    print(f"B at {np.degrees(b):+.0f} deg: limit c = {limit_one:.4f}, "
          f"sign {int(sign_b):+d}, late = {bool(late_b_one)}")
example = local_table(alphas[0], betas[0])
print("MODEL TABLE: alpha = 0 deg, beta = -45 deg")
print(f"P(++, coincident) = {example[1, 0, 0]:.4f}")
print(f"P(+-, coincident) = {example[1, 0, 1]:.4f}")
print(f"P(++, A first) = {example[2, 0, 0]:.4f}")
print(f"kept fraction = {example[1].sum():.4f}")
print(f"largest table difference from quantum = {largest_difference:.1e}")
print(f"model fringe visibility = {model_visibility:.4f}")
for x, y in itertools.product(range(2), range(2)):
    print(f"kept E({np.degrees(alphas[x]):.0f}, {np.degrees(betas[y]):+.0f} deg)"
          f" = {kept_E[x, y]:+.4f}")
print(f"CHSH, quantum, kept pairs = {S_quantum:.4f}")
print(f"CHSH, local model, kept pairs = {S_kept:.4f}")
print(f"CHSH, local model, all pairs = {S_all:.4f}")
print(f"kept share with |cos theta| > 0.7071, beta 0 deg = {shares[0]:.4f}")
print(f"same share, beta 90 deg = {shares[1]:.4f}")
print(f"states changing kept status, beta -45 to 45 deg = {changed:.4f}")
print(f"local limit, timing free at both stations = {limit_free:.4f}")
print(f"local limit, timing free only at B = {limit_one_side:.4f}")
print(f"local limit, timing independent of settings = {limit_fixed:.4f}")
print(f"local limit, agreed local acceptance = {limit_flags:.4f}")
print("DEVICE: rough typical inputs")
print(f"wavelength = {wavelength * 1e9:.0f} nm; "
      f"path difference = {path_difference * 100:.1f} cm")
print(f"group index = {group_index:.1f}; loss = {loss_db_per_cm:.1f} dB/cm")
print(f"filter width = {filter_width / 1e9:.0f} GHz; "
      f"pair rate = {pair_rate / 1e6:.1f} million/s")
print(f"full window = {window * 1e12:.0f} ps; "
      f"detector jitter FWHM = {jitter_fwhm * 1e12:.0f} ps")
print(f"pump linewidth = {pump_linewidth / 1e3:.0f} kHz; "
      f"delay mismatch = {delay_mismatch * 1e12:.1f} ps")
print(f"index slope = {thermo_optic:.1e} /K; "
      f"temperature rms = {temperature_rms * 1e3:.0f} mK")
print(f"heater time = {heater_time * 1e6:.0f} us; "
      f"efficiency per photon = {photon_efficiency:.2f}")
print("DEVICE: results")
print(f"delay = {delay * 1e12:.1f} ps; heater time/delay = "
      f"{heater_time / delay:.2e}")
print(f"long-arm loss = {arm_loss_db:.2f} dB; factor = {v_loss:.4f}")
print(f"kept fraction with unbalanced loss = {kept_fraction_loss:.4f}")
print(f"accidental/true ratio = {accidental_ratio:.4f}; "
      f"simulated = {simulated_ratio:.4f}")
print(f"accidental-pair visibility factor = {v_accidental:.4f}")
print(f"temperature phase rms = {sigma_temperature:.4f} rad; "
      f"factor = {v_temperature:.4f}")
print(f"pump-linewidth visibility factor = {v_pump:.4f}")
print(f"delay-mismatch visibility factor = {v_mismatch:.4f}")
print(f"side-peak leakage into window = {leakage:.1e}")
print(f"log10 of single-photon fringe factor = {log_single:.0f}")
print(f"estimated device visibility = {V_device:.4f}")
print(f"estimated device CHSH = {S_device:.4f}")
print(f"local model with flips and loss, CHSH = {S_noisy:.3f}")
print("finished without a failed check")
```

Output:

```
HIDDEN STATE: theta = 60 deg, r = 0.20, alpha = 0 deg
A: sign +1, late = False
B at -45 deg: limit c = 0.3793, sign +1, late = False
B at +45 deg: limit c = 0.1016, sign +1, late = True
MODEL TABLE: alpha = 0 deg, beta = -45 deg
P(++, coincident) = 0.2134
P(+-, coincident) = 0.0366
P(++, A first) = 0.0625
kept fraction = 0.5000
largest table difference from quantum = 3.1e-04
model fringe visibility = 1.0000
kept E(0, -45 deg) = +0.7072
kept E(0, +45 deg) = +0.7072
kept E(90, -45 deg) = +0.7072
kept E(90, +45 deg) = -0.7072
CHSH, quantum, kept pairs = 2.8284
CHSH, local model, kept pairs = 2.8287
CHSH, local model, all pairs = 1.4144
kept share with |cos theta| > 0.7071, beta 0 deg = 0.7072
same share, beta 90 deg = 0.2928
states changing kept status, beta -45 to 45 deg = 0.4143
local limit, timing free at both stations = 4.0000
local limit, timing free only at B = 4.0000
local limit, timing independent of settings = 2.0000
local limit, agreed local acceptance = 2.0000
DEVICE: rough typical inputs
wavelength = 1550 nm; path difference = 6.0 cm
group index = 2.1; loss = 0.1 dB/cm
filter width = 100 GHz; pair rate = 5.0 million/s
full window = 300 ps; detector jitter FWHM = 50 ps
pump linewidth = 100 kHz; delay mismatch = 0.5 ps
index slope = 2.5e-05 /K; temperature rms = 5 mK
heater time = 10 us; efficiency per photon = 0.20
DEVICE: results
delay = 420.3 ps; heater time/delay = 2.38e+04
long-arm loss = 0.60 dB; factor = 0.9905
kept fraction with unbalanced loss = 0.5024
accidental/true ratio = 0.0030; simulated = 0.0030
accidental-pair visibility factor = 0.9970
temperature phase rms = 0.0608 rad; factor = 0.9982
pump-linewidth visibility factor = 0.9995
delay-mismatch visibility factor = 0.9911
side-peak leakage into window = 1.1e-19
log10 of single-photon fringe factor = -2731
estimated device visibility = 0.9765
estimated device CHSH = 2.7619
local model with flips and loss, CHSH = 2.767
finished without a failed check
```
